# Frank's theorem: paths of fixed orientation on an etched silicon surface: a program that tests the result

```python
"""Frank's theorem for orientation-dependent etching.

Result under test: if the normal etch rate R depends only on the unit normal n
(pointing into the solid), a surface point of fixed n moves in a straight line
with constant velocity v = R n + grad_s R (grad_s: gradient on the unit sphere),
and v is normal to the slowness surface n/R(n).
Surface: depth z = h(x, y, t), slopes p = dh/dx and q = dh/dy.
Evolution from the definition of R: dh/dt = R(n) sqrt(1 + p^2 + q^2).
This equation is solved on a fixed grid, without using trajectories.
Lengths are in um, times in min. Axes x, y, z are the cube axes of silicon.
"""
import numpy as np

# Model rate R = c0 + c1*sum(n_i^4) + c2*(n_x n_y n_z)^2
R100, R110, R111 = 1.0, 1.2, 0.2
c1 = 2 * (R100 - R110)
c0 = R100 - c1
c2 = 27 * (R111 - c0 - c1 / 3)


def rate(n):
    return c0 + c1 * np.sum(n**4, axis=0) + c2 * np.prod(n**2, axis=0)


def velocity(n):
    """Predicted velocity of the point with normal n."""
    a, b, c = n
    g = 4 * c1 * n**3 + 2 * c2 * np.array(
        [a * b**2 * c**2, b * a**2 * c**2, c * a**2 * b**2])
    return rate(n) * n + g - n * np.dot(n, g)


def normal(p, q):
    return np.array([-p, -q, np.ones_like(p)]) / np.sqrt(1 + p**2 + q**2)


# Fixed grid and Fourier derivatives
L, A, N = 100.0, 4.0, 96
k = 2 * np.pi / L
grid = np.arange(N) * L / N
X, Y = np.meshgrid(grid, grid, indexing="ij")
wave = 2 * np.pi * np.fft.fftfreq(N, d=L / N)
KX, KY = np.meshgrid(wave, wave, indexing="ij")
t_end, steps, n_snap = 8.0, 160, 4
times = np.linspace(0, t_end, n_snap + 1)


def evolve(position_factor):
    """Fourier transforms of h at the snapshot times (Runge-Kutta 4)."""
    def speed(h):
        H = np.fft.fft2(h)
        p = np.fft.ifft2(1j * KX * H).real
        q = np.fft.ifft2(1j * KY * H).real
        return position_factor * rate(normal(p, q)) * np.sqrt(1 + p**2 + q**2)

    h = A * (np.cos(k * X) + np.cos(k * Y))
    dt = t_end / steps
    out = [np.fft.fft2(h)]
    for i in range(1, steps + 1):
        a = speed(h)
        b = speed(h + dt / 2 * a)
        c = speed(h + dt / 2 * b)
        d = speed(h + dt * c)
        h = h + dt / 6 * (a + 2 * b + 2 * c + d)
        if i % (steps // n_snap) == 0:
            out.append(np.fft.fft2(h))
    return out


def local_shape(H, xy):
    """Depth, slope vector and Hessian at an arbitrary point."""
    E = H * np.exp(1j * (KX * xy[0] + KY * xy[1])) / N**2
    depth = E.sum().real
    slope = np.array([(1j * KX * E).sum().real, (1j * KY * E).sum().real])
    xy_term = -(KX * KY * E).sum().real
    hess = np.array([[-(KX**2 * E).sum().real, xy_term],
                     [xy_term, -(KY**2 * E).sum().real]])
    return depth, slope, hess


def follow(snapshots, start, slope):
    """Track the point of given slope by Newton iteration in each snapshot."""
    xy = np.array(start, float)
    track, hessians = [], []
    for H in snapshots:
        for _ in range(30):
            _, s, hess = local_shape(H, xy)
            xy = xy - np.linalg.solve(hess, s - slope)
        depth, s, hess = local_shape(H, xy)
        assert np.max(np.abs(s - slope)) < 1e-10
        track.append([xy[0], xy[1], depth])
        hessians.append(hess)
    return np.array(track), hessians


def bend(track):
    """Largest perpendicular distance of a track from its end-to-end chord."""
    d = track - track[0]
    u = d[-1] / np.linalg.norm(d[-1])
    return np.max(np.linalg.norm(d - np.outer(d @ u, u), axis=1))


def rate_curvature(p, q, e=1e-4):
    """Second derivatives of F(p,q) = R sqrt(1+p^2+q^2), from -v_xy = grad F."""
    dp = (velocity(normal(p + e, q)) - velocity(normal(p - e, q)))[:2]
    dq = (velocity(normal(p, q + e)) - velocity(normal(p, q - e)))[:2]
    return -np.column_stack([dp, dq]) / (2 * e)


def lifetime(p, q, hess0):
    """First positive t with det(I - t F'' Hess h0) = 0."""
    ev = np.linalg.eigvals(rate_curvature(p, q) @ hess0)
    good = [z.real for z in ev if abs(z.imag) < 1e-10 and z.real > 1e-10]
    return 1 / max(good) if good else np.inf


# The model rate is positive and slowest at {111}
rng = np.random.default_rng(1)
sample = rng.normal(size=(3, 50000))
sample /= np.linalg.norm(sample, axis=0)
assert rate(sample).min() > R111 - 1e-12 > 0

# Chosen orientation, defined by a starting point
start = np.array([60.0, 65.0])
slope = -A * k * np.sin(k * start)
n = normal(*slope)
R, v = rate(n), velocity(n)

# v equals the gradient of the degree-one extension |m| R(m/|m|)
def extended(m):
    return np.linalg.norm(m) * rate(m / np.linalg.norm(m))

e = 1e-5
grad = np.array([(extended(n + e * u) - extended(n - e * u)) / (2 * e)
                 for u in np.eye(3)])
assert np.max(np.abs(grad - v)) < 1e-7

# The grid solution must remain smooth during the run
first_edge = np.inf
for x in np.arange(0, L, 2.0):
    for y in np.arange(0, L, 2.0):
        h0 = np.diag([-A * k**2 * np.cos(k * x), -A * k**2 * np.cos(k * y)])
        life = lifetime(-A * k * np.sin(k * x), -A * k * np.sin(k * y), h0)
        first_edge = min(first_edge, life)
assert t_end < 0.7 * first_edge

# Straight path with the predicted velocity
snaps = evolve(1.0)
track, hessians = follow(snaps, start, slope)
predicted = track[0] + np.outer(times, v)
path_error = np.max(np.linalg.norm(track - predicted, axis=1))
assert path_error < 1e-6
assert bend(track) < 1e-6

# Another point of equal orientation, opposite curvature: same displacement
start2 = np.array([90.0, 85.0])
track2, hessians2 = follow(snaps, start2, slope)
move, move2 = track[-1] - track[0], track2[-1] - track2[0]
assert np.linalg.eigvalsh(hessians[0]).min() > 0
assert np.linalg.eigvalsh(hessians2[0]).max() < 0
assert np.max(np.abs(move - move2)) < 1e-6

# Measured path is normal to the numerically differentiated slowness surface
def slowness(th, ph):
    m = np.array([np.sin(th) * np.cos(ph), np.sin(th) * np.sin(ph), np.cos(th)])
    return m / rate(m)

th, ph = np.arccos(n[2]), np.arctan2(n[1], n[0])
perp = np.cross(slowness(th + e, ph) - slowness(th - e, ph),
                slowness(th, ph + e) - slowness(th, ph - e))
perp /= np.linalg.norm(perp)
perp *= np.sign(perp @ n)
direction = move / np.linalg.norm(move)
assert np.max(np.abs(perp - direction)) < 1e-6
assert abs((move / t_end) @ (n / R) - 1) < 1e-6

# Inverse Hessian changes linearly in time, for both points
F2 = rate_curvature(*slope)
for hs in (hessians, hessians2):
    law = np.linalg.inv(np.linalg.inv(hs[0]) - t_end * F2)
    assert np.max(np.abs(law - hs[-1])) < 1e-5 * np.max(np.abs(hs[-1]))
    assert np.max(np.abs(hs[0] - hs[-1])) > 1e-2 * np.max(np.abs(hs[0]))
life = lifetime(*slope, hessians[0])

# Control: a rate that also depends on position bends the path
mod = 0.1
control, _ = follow(evolve(1 + mod * np.cos(k * X)), start, slope)
assert bend(control) > 1e-3

tangential = v - R * n
psi = np.degrees(np.arctan2(np.linalg.norm(tangential), R))
naive_gap = np.linalg.norm(move - R * n * t_end)


def show(label, a, unit, digits=4):
    text = " ".join(f"{z:.{digits}f}" for z in np.ravel(a))
    print(f"{label}: {text} {unit}".rstrip())


show("Chosen rates R100, R110, R111", [R100, R110, R111], "um/min", 2)
show("Rate coefficients c0, c1, c2", [c0, c1, c2], "um/min")
show("Corrugation amplitude A, period L", [A, L], "um", 1)
show("Start point x, y", start, "um", 1)
show("Slopes p, q", slope, "")
show("Unit normal n", n, "", 5)
show("Tilt of n from [001]", np.degrees(th), "deg", 2)
show("Rate R(n)", R, "um/min", 5)
show("Tangential part grad_s R", tangential, "um/min", 5)
show("Predicted velocity v", v, "um/min", 5)
show("Speed |v|", np.linalg.norm(v), "um/min", 5)
show("Angle between v and n", psi, "deg", 2)
show("Slowness vector n/R", n / R, "min/um", 5)
show("Unit normal of slowness surface", perp, "", 5)
show("Unit direction of measured path", direction, "", 5)
for t, a, b in zip(times, track, predicted):
    show(f"t = {t:.0f} min, grid solution x, y, z", a, "um")
    show(f"t = {t:.0f} min, straight line x, y, z", b, "um")
print(f"Largest path difference: {path_error:.1e} um")
print(f"Bend of path, orientation-only rate: {bend(track):.1e} um")
show("Gap to naive path along n at end", naive_gap, "um", 3)
show("Second start point x, y", start2, "um", 1)
show("Displacement of first point", move, "um")
show("Displacement of second point", move2, "um")
show("Second derivatives Fpp, Fpq, Fqq", [F2[0, 0], F2[0, 1], F2[1, 1]],
     "um/min")
for label, hs in (("First", hessians), ("Second", hessians2)):
    for t, m in ((0.0, hs[0]), (t_end, hs[-1])):
        show(f"{label} point hxx, hxy, hyy at {t:.0f} min",
             [m[0, 0], m[0, 1], m[1, 1]], "1/um", 6)
show("Local lifetime bound of first point", life, "min", 2)
show("Earliest edge on surface (2 um search grid)", first_edge, "min", 2)
show("Control: relative rate modulation in x", mod, "", 2)
show("Control: bend of fixed-orientation path", bend(control), "um")
print("verified")
```

It prints:

```
Chosen rates R100, R110, R111: 1.00 1.20 0.20 um/min
Rate coefficients c0, c1, c2: 1.4000 -0.4000 -28.8000 um/min
Corrugation amplitude A, period L: 4.0 100.0 um
Start point x, y: 60.0 65.0 um
Slopes p, q: 0.1477 0.2033
Unit normal n: -0.14327 -0.19720 0.96984
Tilt of n from [001]: 14.11 deg
Rate R(n): 1.02372 um/min
Tangential part grad_s R: 0.08471 -0.07376 -0.00248 um/min
Predicted velocity v: -0.06196 -0.27563 0.99036 um/min
Speed |v|: 1.02987 um/min
Angle between v and n: 6.26 deg
Slowness vector n/R: -0.13995 -0.19263 0.94736 min/um
Unit normal of slowness surface: -0.06016 -0.26764 0.96164
Unit direction of measured path: -0.06016 -0.26764 0.96164
t = 0 min, grid solution x, y, z: 60.0000 65.0000 -5.5872 um
t = 0 min, straight line x, y, z: 60.0000 65.0000 -5.5872 um
t = 2 min, grid solution x, y, z: 59.8761 64.4487 -3.6065 um
t = 2 min, straight line x, y, z: 59.8761 64.4487 -3.6065 um
t = 4 min, grid solution x, y, z: 59.7522 63.8975 -1.6258 um
t = 4 min, straight line x, y, z: 59.7522 63.8975 -1.6258 um
t = 6 min, grid solution x, y, z: 59.6282 63.3462 0.3550 um
t = 6 min, straight line x, y, z: 59.6282 63.3462 0.3550 um
t = 8 min, grid solution x, y, z: 59.5043 62.7949 2.3357 um
t = 8 min, straight line x, y, z: 59.5043 62.7949 2.3357 um
Largest path difference: 6.7e-12 um
Bend of path, orientation-only rate: 3.6e-12 um
Gap to naive path along n at end: 0.899 um
Second start point x, y: 90.0 85.0 um
Displacement of first point: -0.4957 -2.2051 7.9229 um
Displacement of second point: -0.4957 -2.2051 7.9229 um
Second derivatives Fpp, Fpq, Fqq: 0.6302 -2.7250 1.3864 um/min
First point hxx, hxy, hyy at 0 min: 0.012775 -0.000000 0.009282 1/um
First point hxx, hxy, hyy at 8 min: 0.014638 -0.003302 0.011092 1/um
Second point hxx, hxy, hyy at 0 min: -0.012775 -0.000000 -0.009282 1/um
Second point hxx, hxy, hyy at 8 min: -0.012608 -0.002313 -0.008840 1/um
Local lifetime bound of first point: 24.86 min
Earliest edge on surface (2 um search grid): 22.11 min
Control: relative rate modulation in x: 0.10
Control: bend of fixed-orientation path: 0.1368 um
verified
```
